# Why chemical shift ranges grow across and down the periodic table

## Two estimates that fail

Suppose a nucleus is shielded by the circulation of rigid electron clouds. An electron at distance $r$ then contributes on average $\alpha^2/(3r)$ to the shielding, which is 18 ppm at 1 bohr. Moving one valence electron changes the shielding by tens of ppm at most. Yet a calculation described below puts fluorine in F$_2$ more than 700 ppm below fluoride ion.

Suppose next that the effect follows atomic size through $1/r^3$. The mean radius of the valence p orbital is 1.12 bohr in fluorine and 1.87 bohr in chlorine, so chlorine should respond less by a factor $(1.12/1.87)^3\approx0.2$. Bromine and iodine, larger still, should respond even less. The computed averages of $r^{-3}$ do the opposite: they are nearly equal for F and Cl and larger for Br and I.

Three quantities must be separated: the unequal filling of the valence shell, the average $\langle r^{-3}\rangle$, and the excitation energy. Hartree atomic units are used, with $\alpha$ the fine-structure constant, $\alpha^2=5.325\times10^{-5}$, and light speed $c=1/\alpha$.

## The two parts of the shielding

Let a uniform field $\mathbf B$ act on a molecule containing a nuclear moment $\mathbf m$ at the origin. The shielding $\sigma$ is defined by the energy $-\mathbf m\cdot(1-\sigma)\mathbf B$. Each electron has kinetic energy $\tfrac12(\mathbf p+\mathbf A)^2$, with

$$\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\frac{\mathbf m\times\mathbf r}{r^3}.$$

The product of the two parts of $\mathbf A$ is

$$\frac{\alpha^2}{2r^3}\left[(\mathbf B\cdot\mathbf m)r^2-(\mathbf B\cdot\mathbf r)(\mathbf m\cdot\mathbf r)\right].$$

Averaging over directions replaces the bracket by $\tfrac23 r^2\,\mathbf B\cdot\mathbf m$. This gives the diamagnetic part, $\sigma_d=(\alpha^2/3)\langle\sum 1/r\rangle$.

The terms linear in $\mathbf A$ are $\tfrac12\mathbf B\cdot\mathbf L$ and $\alpha^2\mathbf m\cdot\mathbf L/r^3$. In second order their cross term appears in both orders, which doubles the real part and cancels the $\tfrac12$:

$$\sigma_{p,uu}=-\alpha^2\sum_{n\ne0}\frac{\mathrm{Re}\,\langle0|L_u|n\rangle\langle n|L_u/r^3|0\rangle}{E_n-E_0}.$$

Sums over electrons are understood inside both operators. This paramagnetic part measures how easily the field mixes occupied and empty orbitals into a current around the nucleus.

## The filling of the shell

For a closed-shell molecule described by orbitals in a local potential, $n$ runs over replacements of an occupied orbital $i$ by an empty orbital $a$. Two spins give

$$\sigma_{p,uu}=-2\alpha^2\sum_{ia}\frac{\mathrm{Re}\,\langle i|L_u|a\rangle\langle a|L_u/r^3|i\rangle}{\varepsilon_a-\varepsilon_i}.$$

Three approximations turn this into an atomic formula. One mean energy $\Delta E$ replaces all denominators. Only matrix elements within a valence shell of the observed atom are kept. Finally, all orbitals of that shell share one radial function, so $L_u/r^3$ becomes $\langle r^{-3}\rangle L_u$.

Let $P$ be the density matrix in the real orbitals of the shell, with occupations from 0 to 2. In an orthonormal basis the occupied orbitals project onto the shell as $P/2$, and the empty ones as $1-P/2$. The sum is therefore

$$2\,\mathrm{Tr}\!\left[\tfrac P2L_u\left(1-\tfrac P2\right)L_u\right]
=\mathrm{Tr}(PL_u^2)-\tfrac12\mathrm{Tr}(PL_uPL_u).$$

Define the imbalance of the shell as half the sum of this expression over $u=x,y,z$. It is called $P_u$ for p and $D_u$ for d, where the subscript is part of the name. The isotropic average is one third of the sum, hence two thirds of the imbalance:

$$\boxed{\sigma_p=-\frac{2\alpha^2}{3\Delta E}\left[\langle r^{-3}\rangle_pP_u+\langle r^{-3}\rangle_dD_u\right]}$$

This is the Jameson–Gutowsky formula. The p and d terms add if the density matrix has no p–d elements, as at a centre of inversion; otherwise cross terms remain.

**The p shell.** The nonzero elements of $L_z$ are $(L_z)_{xy}=-i$ and $(L_z)_{yx}=i$. Thus $\mathrm{Tr}(PL_z^2)=P_{xx}+P_{yy}$ and $\tfrac12\mathrm{Tr}(PL_zPL_z)=P_{xx}P_{yy}-P_{xy}^2$. Adding the other two axes and halving gives

$$P_u=\sum_iP_{ii}-\tfrac12\sum_{i<j}(P_{ii}P_{jj}-P_{ij}^2).$$

A full shell gives $6-\tfrac12(4+4+4)=0$. Populations 2, 2, 1, an idealized halogen with one covalent bond, give $5-\tfrac12(4+2+2)=1$. Populations 1, 1, 1 give 1.5: equal populations need not mean zero imbalance, because the half-filled orbitals belong to bonds with empty antibonding partners.

**The bounds.** Choose the real basis that diagonalizes $P$, with occupations $n_a$, and write $M_{ab}=\sum_u|(L_u)_{ab}|^2$. The traces become

$$\text{imbalance}=\tfrac12\sum_{a<b}M_{ab}(n_a+n_b-n_an_b).$$

The bracket equals $1-(1-n_a)(1-n_b)$, which is never negative. The expression is linear in each occupation separately, so a maximum occurs with every $n_a$ equal to 0 or 2. Each filled–empty pair then contributes $M_{ab}$, and other pairs contribute nothing.

Real orbitals have no diagonal elements of $L_u$, so $\sum_bM_{ab}=l(l+1)$. A p shell split into one and two orbitals gives at most 2. In a d shell the smaller group has at most two orbitals, giving at most $2\times6=12$.

**The octahedral d shell.** Let each of $xy$, $xz$, $yz$ hold $t$ electrons and each of $x^2-y^2$, $z^2$ hold $e$. A rotation about $z$ carries $xz$ into $yz$ with coefficient 1, and the other two rotations do not connect this pair. So $M=1$ for each of the three pairs in the first group. Rotations carry members of the second group only into the first, so $M=0$ between them, and their row sums leave $2\times6=12$ for the links between groups. Therefore

$$D_u=6(t+e-te)+\tfrac32(2t-t^2).$$

For $t=2,e=0$ this reaches 12. Covalency lowers it: with $t=1.8,e=0.6$,

$$D_u=6(1.32)+1.5(0.36)=8.46.$$

## The inverse-cube radius from a splitting

The average $\langle r^{-3}\rangle$ also governs spin–orbit splitting. The reason can be followed in the radial Dirac equations, with large component $F$, small component $Q$, and energy $E$ measured from the rest energy:

$$VF+c\left(-\frac{d}{dr}+\frac\kappa r\right)Q=EF,$$
$$Q=\frac{c}{2c^2+E-V}\left(F'+\frac{\kappa F}{r}\right).$$

Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. Insert the second equation into the first. When the derivative acts on the bracket, the result is $-F''+\kappa(\kappa+1)F/r^2$. Both values of $\kappa$ give $\kappa(\kappa+1)=l(l+1)$, so this part does not split the levels to leading order.

When the derivative acts on the prefactor, it produces $V'/(2c^2+E-V)^2\approx V'/(4c^4)$. The corresponding term is $-(\alpha^2/4)V'(F'+\kappa F/r)$. Subtracting the values for the two $\kappa$ gives the splitting

$$\delta=\frac{\alpha^2}{4}(2l+1)\left\langle\frac{V'}r\right\rangle
=\left(l+\tfrac12\right)\frac{\alpha^2}{2}\left\langle\frac{V'}r\right\rangle.$$

For a bare nucleus $V'=Z/r^2$. In an atom, define the screening number $s$ by $\langle V'/r\rangle=(Z-s)\langle r^{-3}\rangle$. Then

$$\boxed{\langle r^{-3}\rangle=\frac{2\delta}{(l+\frac12)\alpha^2(Z-s)}}$$

The number $s$ is a weighted average, with most weight near the nucleus. It can therefore be much smaller than the number of core electrons.

To apply this, the splittings were computed, not measured. Each atom was given a spherical potential from the nucleus, the electron repulsion and exchange in the local-density approximation, without correlation. It was made self-consistent with nonrelativistic orbitals expanded in radial Gaussians. Dirac levels in the same potential gave $\delta$. One $s$ per shell was computed for a reference atom (N, P, As, Sb, Cr or Mo) and kept for the rest of the row.

For chlorine, $\delta=4.631\times10^{-3}$ hartree and the value $s=1.777$ from phosphorus give

$$\langle r^{-3}\rangle=\frac{2(4.631\times10^{-3})}{1.5(5.325\times10^{-5})(17-1.777)}=7.62\ \text{bohr}^{-3}.$$

Direct averaging over the nonrelativistic orbital gives 7.50. The extracted p values, in bohr$^{-3}$, are:

| Shell | Group 13 | 14 | 15 | 16 | 17 |
|---|---:|---:|---:|---:|---:|
| 2p | 0.79 | 1.71 | 3.10 | 5.05 | 7.66 |
| 3p | 1.29 | 2.37 | 3.76 | 5.50 | 7.62 |
| 4p | 3.68 | 5.90 | 8.44 | 11.3 | 14.6 |
| 5p | 6.27 | 9.27 | 12.5 | 16.1 | 20.0 |

Keeping $s$ fixed costs at most 2.7 percent, for boron. In the 4p and 5p rows the larger departure from the nonrelativistic average is relativistic. For iodine the Dirac splitting is 1.20 times the first-order expression, and the extracted 20.0 exceeds the direct nonrelativistic 16.6 by the same 20 percent. For bromine the excess is 8 percent. The growth from 4p to 5p is also present without relativity, though it is smaller: for the halogens the direct values rise from 13.5 to 16.6.

## Across a row and down a group

Across each row the rise is strong: a factor 9.6 from B to F, 5.9 from Al to Cl, 4.0 from Ga to Br and 3.2 from In to I. A new shell resets it. After fluorine's 7.66, aluminium starts at 1.29. The growth is thus a sawtooth in atomic number.

Down a group, the step from 2p to 3p depends on the column. It is a factor 1.6 in group 13 and has vanished in group 17. The steps to 4p and 5p are increases in every column.

A semiclassical estimate shows why a larger atom can have a larger $\langle r^{-3}\rangle$. Treat the radial motion of a valence electron as periodic with period $T$. It passes each radius twice per period, so the probability of finding it in $dr$ is $2\,dr/(Tv)$. Near the nucleus, keep only the attraction $-Z/r$ and neglect both the binding energy and the screening by the other electrons. The speed is then

$$v=\sqrt{\frac{2Z}{r}-\frac{\lambda^2}{r^2}},\qquad \lambda=l+\tfrac12.$$

The semiclassical angular momentum $\lambda$ sets the inner turning point $r_t=\lambda^2/(2Z)$. With $r=r_ty$, the speed is $v=(\lambda/r_t)\sqrt{y-1}/y$, and

$$\langle r^{-3}\rangle\approx\frac{2}{T\lambda r_t}\int_1^\infty\frac{dy}{y^2\sqrt{y-1}}
=\frac{\pi}{T\lambda r_t}=\frac{2\pi Z}{T(l+\frac12)^3}.$$

The integral is $\pi/2$, as the substitution $y=1+q^2$ shows. For a hydrogen-like orbit, $T=2\pi n^3/Z^2$ gives $Z^3/[n^3(l+\frac12)^3]$. The quantum result has $l(l+\frac12)(l+1)$ in the denominator, so for p the estimate is low by the ratio $3/3.375$, or 11 percent.

The factor $Z$ describes the inner passage; $1/T$ describes how often it occurs. Across a row, added electrons of the same shell screen one another incompletely. The valence electron is bound more tightly and returns more often. From Ga to Br, $Z$ rises by a factor of 1.13 but the direct $\langle r^{-3}\rangle$ rises by a factor of 3.9, so within this estimate the return frequency supplies a factor of about 3.5.

Down a group the weights are reversed. From Cl to I, $Z$ rises by a factor of 3.1 and the direct $\langle r^{-3}\rangle$ by a factor of 2.2. Within the estimate, the return frequency therefore falls to about 0.7 of its value in Cl, and the stronger inner passage outweighs this. Classical radial periods evaluated in the self-consistent potentials at the valence energies agree with both inferences: $T=18.4$, 5.31, 4.54 and 6.57 for Ga, Br, Cl and I give frequency ratios of 3.46 and 0.69.

The computed orbitals support this picture. In Cl, Br and I, 90 percent of $\langle r^{-3}\rangle$ accumulates within 0.27, 0.11 and 0.07 bohr, while the mean radius grows from 1.87 to 2.13 to 2.52 bohr. In fluorine the 90 percent radius is 0.63 bohr, more than half the mean radius. Its 2p orbital has no separate inner lobe, so the assumption of an inner passage governed by the bare nucleus is less secure for the 2p–3p step. The estimate still follows the halogens on this step: the period grows from 2.19 in F to 4.54 in Cl, which offsets the rise of $Z$ by a factor of 1.9 and gives 7.6 and 7.0 bohr$^{-3}$ against the direct 7.75 and 7.50.

The d shells show the same directions. Here the configurations are $d^{g-2}s^2$ for group $g$. The 3d values are 2.58, 3.30 and 5.95 bohr$^{-3}$ for V, Cr and Co. Their 4d partners Nb, Mo and Rh have 3.31, 4.17 and 7.14.

## Weighing radius, filling and energy

A shift range is a difference between compounds, not the value of $\sigma_p$ in one of them. For small changes in one shell with imbalance $I$,

$$d\sigma_p=\sigma_p\left(\frac{d\langle r^{-3}\rangle}{\langle r^{-3}\rangle}+\frac{dI}{I}-\frac{d\Delta E}{\Delta E}\right).$$

The same fractional change in chemistry produces a shift proportional to $\sigma_p$, and hence to $\langle r^{-3}\rangle$. This is the sense in which the radius sets the scale of the range.

Take round model energies of 0.3 hartree for p and 0.1 hartree for d, and compare maximum imbalances. Chlorine has

$$|\sigma_p|=\frac{2(5.325\times10^{-5})(7.617)(2)}{3(0.3)}=1.80\times10^{-3},$$

or 1800 ppm. Cobalt, with $\langle r^{-3}\rangle=5.95$ and $D_u=12$, has 25,400 ppm. The ratio of 14 separates into

$$\frac{5.95}{7.62}\times\frac{12}{2}\times\frac{0.3}{0.1}=0.78\times6\times3.$$

Cobalt's radius factor is slightly unfavourable. The value 5.95 belongs to the neutral $d^7s^2$ atom, whereas $D_u=12$ needs a $d^6$ shell. For the free Co$^{3+}$ $d^6$ ion the direct average is 6.75 against 5.91 for the neutral atom, 14 percent more but still below chlorine. Its large response in this model comes from the greater angular momentum of a d shell and the assumed low excitation energy. The covalent populations above reduce 25,400 to 17,900 ppm. Alternatively, raising $\Delta E$ from 0.1 to 0.15 hartree at $D_u=12$ removes one third, a shift of 8500 ppm between two complexes with the same filling.

Hydrogen is the opposite limit. Its valence s shell has $L=0$, so the local formula gives no paramagnetic term. Proton shifts must come from the diamagnetic part and from contributions that the formula drops.

## Molecules without a common excitation energy

The halogens permit a comparison in which the energy denominators are not replaced by a mean. The ion X$^-$ has a full shell and no paramagnetic term about its nucleus. The molecule X$_2$ has approximate p populations 2, 2, 1. Shieldings were calculated with nonrelativistic exchange-only local-density orbitals in the def2-TZVP Gaussian basis, using the full orbital sum plus the diamagnetic term. The gauge origin was the observed nucleus. Bond lengths were set to 2.7, 3.8 and 4.3 bohr. In this approximation the highest occupied level of each ion is positive, so only the finite basis prevents the last electron from escaping. The ion values therefore describe a full shell held near the nucleus, not a converged free ion.

In this approximation the orbital sum needs no correction for an induced potential. A magnetic perturbation is imaginary and leaves the density of real orbitals unchanged to first order, and the potential depends on the density alone.

| X | $\sigma$(X$^-$) / ppm | $\sigma$(X$_2$) / ppm | Difference / ppm |
|---|---:|---:|---:|
| F | 479 | −308 | 787 |
| Cl | 1149 | 572 | 576 |
| Br | 3124 | 1967 | 1157 |

The finite basis makes the result depend on the gauge origin. Moving it to the bond midpoint changes the molecular shielding by −5, 12 and −93 ppm, respectively. For bromine this is 8 percent of the difference. The last digit of the table is not converged with basis: in the larger def2-QZVP basis the F$_2$ shielding moves from −308 to −312 ppm, and the Cl$_2$ and Br$_2$ values rest on the one basis only. The rounded bond lengths matter more. Shortening F$_2$ from 2.7 to 2.668 bohr, near its equilibrium length, raises its shielding by 56 ppm and lowers the difference to 731 ppm.

From Cl to Br the difference doubles, while the extracted $\langle r^{-3}\rangle$ rises by a factor of 1.91. On a logarithmic scale the radius accounts for $\ln1.91/\ln2.01=0.93$ of the increase. With the midpoint origin the differences become 564 and 1249 ppm, and the share falls to 0.81. Using the direct radii instead lowers these shares to 0.84 and 0.74. The radius is the main factor on this step, but its share is not known to two digits.

From F to Cl the outcome is different. The radii are nearly equal, yet the difference falls from 787 to 576 ppm. Assign the whole difference to the local formula with $P_u=1$. For chlorine,

$$\Delta E_{\rm eff}=\frac{2(5.325\times10^{-5})(7.617)}{3(576\times10^{-6})}=0.47\ \text{hartree},$$

or 12.8 eV. The corresponding values are 0.35 hartree for F and 0.45 for Br.

These are fitted quantities, not excitation energies. In the one-centre approximation every term of the orbital sum has the same sign, so a true mean must lie above the smallest orbital gap. All three values do, but passing this weak test does not make them mean energies. The gap falls from 0.118 to 0.104 to 0.084 hartree from F to Br, while $\Delta E_{\rm eff}$ rises and then falls slightly. The smallest gap is also not the one that carries the shielding: in F$_2$ a degenerate pair of excitations with a gap of 0.24 hartree gives −856 ppm, about the size of the whole paramagnetic part. The fitted value absorbs departures from the populations 2, 2, 1, changes of the radial function on bonding, neighbouring-atom terms and changes in $\sigma_d$. The table lists only total shieldings, so it does not identify why F$_2$ has the larger difference.

## Where the radius argument stops

The proportionality to $\langle r^{-3}\rangle$ compares nuclei at similar imbalance and mean energy. If either changes strongly, the radius factor alone cannot predict the range. Nor do nearly equal radius factors guarantee equal shielding differences, as F and Cl show. The atomic average also changes with charge and bonding, so a neutral-atom value sets a scale, not a molecular constant.

Measured splittings can replace the computed ones, but a level separation in an open-shell atom must first be reduced to the splitting of one valence orbital. Interactions between the spin of one electron and the orbit of another are then present too; the central potential used here omits them.

For heavy nuclei the first-order relation no longer links the splitting accurately to the nonrelativistic $\langle r^{-3}\rangle$, as the 20 percent excess for iodine shows. Heavy neighbours can also shift a light nucleus through spin–orbit coupling, a mechanism absent from the formula. The molecular values omit relativity, correlation, vibration and surroundings, and are model results, not predictions of measured shieldings.
